# Number-average molar mass of a resist polymer after chain scission

## Problem

A film of a chain-scission resist consists of linear polymer chains with number-average molar mass $M_0=100$ kg/mol. It absorbs a dose $D=100$ J per gram of polymer. The radiation cuts the main chain with a yield of $G=1.3$ scissions per 100 eV of absorbed energy.

**(a)** Find the number-average molar mass $M_n$ after the exposure.

**(b)** Find the dose that halves $M_n$, and describe how $M_n$ behaves at low and at high dose.

**(c)** Judge how many digits of the answer to (a) are meaningful, and name the conditions under which the calculation fails.

The dose is energy absorbed per mass of polymer. It is not the exposure energy per area set on a lithography tool, part of which passes through the film or is reflected. Grams, joules, electronvolts and moles are the natural units here. In the formulas, molar masses are in g/mol and doses in J/g.

## Hints

1. The number average is total mass divided by amount of chains. Which function of $M_n$ therefore counts the chains in one gram?
2. Convert the absorbed energy of one gram into electronvolts, and then into a number of cuts.
3. By how much does one cut change the number of linear chains? Does it matter where the cut falls?
4. For (b), write the result with a single dimensionless number, the mean number of cuts per original chain.

## Solution

### (a) Counting chains

Let a sample of mass $m$ contain $n$ moles of chains. By definition

$$M_n=\frac{m}{n},\qquad\text{so}\qquad \frac{n}{m}=\frac{1}{M_n}.$$

One gram thus contains $1/M_n$ moles of chains. Scission changes the number of chains, so $1/M_n$ is the quantity that changes in a simple way.

**Cuts per gram.** With $1\ \text{eV}=1.602\times10^{-19}$ J, the energy absorbed by one gram is

$$\frac{100\ \text{J/g}}{1.602\times10^{-19}\ \text{J/eV}}=6.24\times10^{20}\ \text{eV/g}.$$

Every 100 eV produces $G$ cuts, so the number of cuts per gram is

$$s=\frac{G\,D}{100\ \text{eV}}=1.3\times\frac{6.24\times10^{20}}{100}\ \text{g}^{-1}=8.11\times10^{18}\ \text{g}^{-1}.$$

Division by the Avogadro constant turns this into moles:

$$\frac{s}{N_A}=\frac{8.114\times10^{18}}{6.022\times10^{23}}\ \text{mol/g}=1.347\times10^{-5}\ \text{mol/g}.$$

**Chains per gram.** A cut turns one linear chain into two, which adds one chain. This holds for a cut near an end as well as for one in the middle, and for a piece that has already been cut. If all pieces stay in the film, the mass does not change. Hence

$$\frac{1}{M_n}=\frac{1}{M_0}+\frac{s}{N_A}.$$

Neither the positions of the cuts nor the initial distribution of chain lengths enters; of that distribution, the mean $M_0$ suffices.

**Numbers.** Before exposure there are $1/(10^5\ \text{g/mol})=1.000\times10^{-5}$ mol of chains per gram. Afterwards there are

$$(1.000+1.347)\times10^{-5}\ \text{mol/g}=2.347\times10^{-5}\ \text{mol/g},$$

and therefore

$$M_n=\frac{1}{2.347\times10^{-5}\ \text{mol/g}}=4.26\times10^{4}\ \text{g/mol}\approx 43\ \text{kg/mol}.$$

The formula was tested on explicit chains with a mean length of 1000 repeat units, from which randomly chosen bonds were removed and the fragments then identified. Equal chains and an equal-number mixture of 400-unit and 1600-unit chains both gave 42.60 kg/mol, as the numerical output shows.

### (b) Halving dose and limits

Multiply the equation for $1/M_n$ by $M_0$:

$$\frac{M_0}{M_n}=1+u,\qquad u=\frac{s\,M_0}{N_A}=\frac{G\,D\,M_0}{100\ \text{eV}\cdot N_A},$$

which gives

$$M_n=\frac{M_0}{1+u}.$$

The factor $M_0/N_A$ is the mean mass of one original chain, so $u$ is the mean number of cuts per original chain. Here $u=1.35$: on average, a chain has become 2.35 pieces.

The mass is halved when $u=1$. Solving for the dose gives

$$D_{1/2}=\frac{100\ \text{eV}\cdot N_A}{G\,M_0}
=\frac{100\times1.602\times10^{-19}\times6.022\times10^{23}}{1.3\times10^{5}}\ \text{J/g}=74.2\ \text{J/g}.$$

Since $u$ is proportional to $D$ and equals 1 at $D_{1/2}$, we have $u=D/D_{1/2}$ and

$$M_n=\frac{M_0}{1+D/D_{1/2}}.$$

This is not an exponential decay. To reach a quarter of $M_0$, one needs $1+D/D_{1/2}=4$, or $D=3D_{1/2}$. The second halving thus costs twice the dose of the first, because there are then twice as many chains per gram to be doubled in number.

*Low dose.* For $u\ll1$, $M_n\approx M_0(1-u)$. The relative loss is proportional to both the dose and the initial chain mass, so long chains respond more strongly.

*High dose.* For $u\gg1$, the original chain ends are few compared with the new ones, and

$$M_n\approx\frac{M_0}{u}=\frac{N_A}{s}.$$

The initial mass has dropped out. For any $M_0$, the value $N_A/s$ is an upper bound on $M_n$ in this model, because $1/M_0$ is positive. At 100 J/g the bound is $1/(1.347\times10^{-5})$ g/mol, or about 74 kg/mol, however long the chains were at the start.

### (c) Accuracy and conditions

**Input accuracy.** A small change $\delta G$ changes $u$ by $\delta u=u\,\delta G/G$. From $M_n=M_0/(1+u)$,

$$\frac{\delta M_n}{M_n}=-\frac{\delta u}{1+u}=-\frac{u}{1+u}\,\frac{\delta G}{G}.$$

If $G=1.3$ is known to $\pm0.05$, then $\delta G/G$ is 3.8 percent. With $u/(1+u)=1.347/2.347=0.574$, the uncertainty of $M_n$ is 2.2 percent of its value, or about 0.9 kg/mol. If $M_0$ and $D$ are known much more precisely than $G$, two figures are justified, and 43 kg/mol is the proper answer.

Errors of the other two inputs can matter as much. Since $u$ is proportional to $D$, a relative error of the dose enters with the same factor 0.574. A relative error of $M_0$ enters with the factor $1/(1+u)=0.426$. An error of 5 percent in the dose thus shifts $M_n$ by about 2.9 percent, and one of 5 percent in $M_0$ by about 2.1 percent. With such errors the second figure is itself uncertain by one or two units.

**Using up the bonds.** A constant $G$ assumes that the supply of intact bonds hardly changes. For a round repeat-unit mass of 100 g/mol, a chain has 1000 units and suffers 1.35 cuts, or about 0.13 cuts per 100 units. With one backbone bond per unit, about 0.13 percent of these bonds are cut; with two, as in a vinyl polymer, about 0.07 percent. If the yield were proportional to the number of intact bonds, it would fall by this small fraction during the exposure.

**Mass loss.** Suppose that each cut also releases a small volatile molecule no heavier than one repeat unit. The film then loses at most about 0.13 percent of its mass while the number of chains stays the same, and $M_n$ falls by at most that fraction. This is far below the uncertainty from $G$. The estimate does not cover chains that unzip into many volatile monomers after a cut. This fraction and the fraction of bonds used up both grow in proportion to the dose, and 100 J/g is low for lithography. An electron-beam exposure of PMMA with 100 µC/cm² at 20 keV deposits roughly 1300 J/g even without backscattering. That gives about 1.7 cuts per 100 units, and the mass-loss bound is then no longer far below the uncertainty from $G$.

**Crosslinking.** A bond formed between two separate molecules removes one molecule from the count and works against scission. As long as no network forms, the formula for pure scission therefore gives too small an $M_n$: for initially equal chains at this dose, half as many links as cuts raise it to about 60 kg/mol. At somewhat higher link rates the film gels. The soluble part is then enriched in short fragments, and its $M_n$ can fall below the pure-scission value, to about 32 kg/mol for one link per cut.

**Topology.** The rule "one cut, one more molecule" holds for linear chains and also for branched molecules, provided that they contain no closed loops. The first variation shows what happens with rings.

## Variation 1: rings instead of linear chains

*Let the polymer consist of equal rings of 100 kg/mol, with the same yield and dose. What is $M_n$?*

The first cut opens a ring and leaves it in one piece. Each later cut adds a piece. A ring with $k\ge1$ cuts therefore gives $k$ pieces, and a ring with $k=0$ remains one piece.

Each ring has many bonds, each cut with small probability, so $k$ follows a Poisson distribution with mean $u$, and a ring escapes with probability $e^{-u}$. The number of pieces is $k$, plus 1 when $k=0$. Its mean is $u+e^{-u}$, so

$$M_n=\frac{M_0}{u+e^{-u}}=\frac{100}{1.347+0.260}\ \text{kg/mol}=62.2\ \text{kg/mol}.$$

This is well above the value for linear chains. At low dose, $e^{-u}\approx1-u+u^2/2$, so the denominator is $1+u^2/2$ and the term linear in $u$ is absent: two cuts in the same ring are needed to make an extra piece. At high dose, nearly every ring has been opened and the result approaches $M_0/u$, as for linear chains.

A simulation with 2000 rings gave 62.4 kg/mol. The difference is 0.4 percent of the formula value, within the 3 percent allowed in the test.

## Variation 2: the weight average

*Let all linear chains initially have the same mass of 100 kg/mol, and let the cuts fall at random. What is the weight-average molar mass $M_w$ after the exposure?*

The weight average is the mean mass of the fragment that contains a randomly chosen bit of material. Choose a point at fractional position $x$ along an original chain. A second point $y$ belongs to the same fragment if no cut lies between them. The expected number of cuts between them is $u|x-y|$, so the Poisson probability of no cut is $e^{-u|x-y|}$. Integrating over $y$ gives the expected fragment mass around $x$ in units of $M_0$, and averaging over $x$ gives

$$\frac{M_w}{M_0}=\int_0^1\!\!\int_0^1 e^{-u|x-y|}\,dx\,dy=2\int_0^1(1-t)\,e^{-ut}\,dt .$$

The last form uses $t=|x-y|$, whose probability density on the unit interval is $2(1-t)$. The two integrals needed are

$$\int_0^1e^{-ut}dt=\frac{1-e^{-u}}{u},\qquad
\int_0^1t\,e^{-ut}dt=\frac{1-e^{-u}}{u^2}-\frac{e^{-u}}{u}.$$

In their difference, the terms $\mp e^{-u}/u$ cancel, leaving $1/u-(1-e^{-u})/u^2$. Hence

$$M_w=\frac{2M_0}{u^2}\left(e^{-u}-1+u\right)=66.9\ \text{kg/mol},\qquad \frac{M_w}{M_n}=1.57 .$$

The simulated value, 67.7 kg/mol, lies 1.2 percent above the formula, within the 4 percent allowed in the test. The statistical scatter of a sample of 2000 chains is about 0.5 percent, so this single run lies on the high side and checks the formula only to about one percent.

The exposure has made equal chains unequal. For small $u$, expansion gives $M_w\approx M_0(1-u/3)$, a weaker initial response than $M_n\approx M_0(1-u)$. For large $u$, $M_w\approx2M_0/u$, and the ratio $M_w/M_n$ approaches 2, provided that $u$ stays small compared with the number of repeat units per chain. For chains of 1000 units the ratio is about 1.97 at $u=30$ and falls again to 1.90 at $u=100$ and 1.70 at $u=300$.

Unlike $M_n$, the weight average depends on more of the initial distribution than its mean $M_0$. Suppose that each unit is followed by another with independent probability $q$, which gives a geometric distribution with $M_w/M_n=1+q$, close to 2 for long chains. If each bond then survives with probability $1-p$, the continuation probability becomes $q(1-p)$. The distribution stays geometric, and the ratio stays close to 2 as long as the fragments are long; the simulation gave 2.00. A measured $M_w$ therefore cannot replace $M_0$ in part (a) unless the initial ratio $M_w/M_n$ is known and the value is first divided by it to give the number average.

## Calculated quantities

```
Initial M_n: 100.0 kg/mol
Absorbed dose: 100.0 J/g = 100.0 kGy
Scission yield: 1.3 per 100 eV
Electronvolt: 1.602177e-19 J
Avogadro constant: 6.022141e+23 1/mol
Absorbed energy: 6.2415e+20 eV/g
Cuts per gram: 8.1140e+18 1/g
Moles of cuts per gram: 1.3474e-05 mol/g
Moles of chains per gram, before: 1.0000e-05 mol/g
Moles of chains per gram, after: 2.3474e-05 mol/g
Mean cuts per original chain u: 1.3474
Final M_n, formula: 42.60 kg/mol
Final M_n, simulated equal chains: 42.60 kg/mol
Final M_n, simulated two-length mixture: 42.60 kg/mol
Halving dose: 74.22 J/g
M_n at halving dose, simulated: 50.00 kg/mol
M_w, equal chains, formula: 66.90 kg/mol
M_w, equal chains, simulated: 67.68 kg/mol
M_w/M_n, equal chains, formula: 1.570
Geometric start, initial M_n: 97.81 kg/mol
Geometric start, final M_n, formula: 42.20 kg/mol
Geometric start, final M_n, simulated: 42.20 kg/mol
Geometric start, final M_w/M_n, simulated: 2.003
Rings, final M_n, formula: 62.22 kg/mol
Rings, final M_n, simulated: 62.44 kg/mol
Repeat-unit mass: 100.0 g/mol
Repeat units per original chain: 1000
Cuts per repeat unit: 0.135 percent
Chains in each simulation: 2000
```
